\section*{Surface lifetime of a wafer: when two times nearly add}

\section*{Problem}

A semiconductor wafer occupies $-W/2<x<W/2$. A light pulse has created excess minority carriers of density $n(x,t)$, uniform in the plane of the wafer. After the pulse they diffuse with constant coefficient $D$, recombine in the bulk with lifetime $\tau_b$, and are captured at both faces with the same surface recombination velocity $S>0$. There is no electric field, and injection is low, so $D$, $\tau_b$ and $S$ do not depend on $n$:
\begin{equation}
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b}.
\label{eq:diff}
\end{equation}
The carrier flux towards $+x$ is $-D\,\partial n/\partial x$. At each face the outward flux equals the capture rate per area, $Sn$:
\begin{equation}
-D\frac{\partial n}{\partial x}=Sn\ \text{ at } x=\tfrac W2,\qquad
+D\frac{\partial n}{\partial x}=Sn\ \text{ at } x=-\tfrac W2 .
\label{eq:bc}
\end{equation}
At late times the density decays as $e^{-t/\tau_{\rm eff}}$, and the surface lifetime $\tau_s$ is defined by $1/\tau_{\rm eff}=1/\tau_b+1/\tau_s$.

(a) Find $\tau_s$ for $W=200\ \mu$m, $D=10^{-3}\ \mathrm{m^2/s}$, $S=20$ m/s. What is $\tau_{\rm eff}$ if $\tau_b=100\ \mu$s?

(b) Give a closed expression for $\tau_s$ that can be used at every $S$, and state how accurate it is.

(c) Can that expression be used to infer $S$ from a known $\tau_s$?

\section*{A tempting solution}

If capture is slow, diffusion keeps the density flat. The number of carriers per area is then $Wn$, and the two faces remove $2Sn$ per unit time. The lifetime is $Wn/(2Sn)=W/(2S)$.

If capture is very fast, the density vanishes at the faces. The slowest such profile is $\cos(\pi x/W)$, which decays at the rate $D(\pi/W)^2$. The lifetime is $W^2/(\pi^2D)$.

In general a carrier must first reach a surface and then be captured. Times of successive processes add, so
\begin{equation}
\tau_a=\frac{W}{2S}+\frac{W^2}{\pi^2D}
\label{eq:ta}
\end{equation}
is the surface lifetime for every $S$. With the given numbers, $\tau_a=5.00+4.05=9.05\ \mu$s. Since the formula is exact, it can be solved for $S$ without loss.

\section*{Where it fails}

The two times belong to two different density profiles, one flat and one vanishing at the faces. At finite $S$ the decaying profile is neither of them, and nothing in the argument shows that their lifetimes add.

The boundary condition decides the matter. A symmetric profile $\cos\beta x$ decays by diffusion at the rate $D\beta^2$. Define
\begin{equation}
z=\frac{\beta W}{2},\qquad h=\frac{SW}{2D}.
\end{equation}
At $x=W/2$, condition \eqref{eq:bc} reads $D\beta\sin z=S\cos z$. Dividing by $D\cos z$ and multiplying by $W/2$ gives $z\tan z=h$.

The lifetime belonging to $z$ is $1/(D\beta^2)=W^2/(4Dz^2)$. Since $W/(2S)=W^2/(4Dh)$, equation \eqref{eq:ta} amounts to the claim $1/z^2=1/h+4/\pi^2$. For small $h$ this means $z^2=h-4h^2/\pi^2+O(h^3)$, and then
\begin{equation}
z\tan z=z^2+\frac{z^4}{3}+O(z^6)
=h+\left(\frac13-\frac4{\pi^2}\right)h^2+O(h^3).
\end{equation}
The bracket is about $-0.072$, not zero, so the boundary condition is violated. Equation \eqref{eq:ta} is not exact. Whether it is a good approximation has to be found by comparison with the true root.

\section*{Solution}

\subsection*{The slowest mode}

Write $n=e^{-t/\tau_b}e^{-\lambda t}u(x)$. The bulk term cancels in \eqref{eq:diff}, leaving $-Du''=\lambda u$. Multiply by $u^*$ and integrate by parts over the wafer. By \eqref{eq:bc}, each face contributes $S|u|^2$ to the boundary term:
\begin{equation}
\lambda\int|u|^2dx=D\int|u'|^2dx
+S\left[\left|u(\tfrac W2)\right|^2+\left|u(-\tfrac W2)\right|^2\right].
\end{equation}
The right side is positive, because it could vanish only for a constant $u$ that is zero at the faces. Hence $\lambda$ is real and positive, and we may set $\lambda=D\beta^2$ with $\beta>0$.

The problem is unchanged by $x\to-x$, so the modes can be taken as even, $\cos\beta x$, or odd, $\sin\beta x$. The even modes obey
\begin{equation}
\tan\frac{\beta W}{2}=\frac{S}{D\beta},
\qquad\text{that is,}\qquad z\tan z=h .
\label{eq:even}
\end{equation}
For the odd modes, \eqref{eq:bc} gives $-D\beta\cos z=S\sin z$, or $z\cot z=-h$.

On $(0,\pi/2)$ the function $z\tan z$ has the positive derivative $\tan z+z/\cos^2z$ and rises from $0$ to $\infty$. There is therefore one even root in this interval. An odd root cannot lie there, since $z\cot z$ is positive; the first one lies in $(\pi/2,\pi)$, where $z\cot z$ runs from $0$ to $-\infty$. The even root in $(0,\pi/2)$ thus gives the slowest mode, and
\begin{equation}
\tau_s=\frac1{D\beta^2}=\frac{W^2}{4Dz^2}.
\label{eq:ts}
\end{equation}

This mode is present after any pulse. Modes with different $\lambda$ are orthogonal, because the boundary terms $D(u_ju_k'-u_ku_j')$ vanish when both modes obey \eqref{eq:bc}. The amplitude of the slowest mode is therefore $\int n(x,0)\cos\beta x\,dx\big/\int\cos^2\beta x\,dx$. It is positive, since $\cos\beta x>0$ throughout the wafer.

For a uniform start, the share of all carriers that this mode holds is
\begin{equation}
\frac{\left(\int\cos\beta x\,dx\right)^2}{W\int\cos^2\beta x\,dx}
=\frac{(W\sin z/z)^2}{W^2(z+\sin z\cos z)/(2z)}
=\frac{2\sin^2z}{z(z+\sin z\cos z)} .
\label{eq:share}
\end{equation}

\subsection*{The two limits}

For $h\to0$, the expansion $z^2+z^4/3+\dots=h$ gives $z^2=h-h^2/3+\dots$, so $1/z^2=1/h+1/3+\dots$. Multiplying by $W^2/(4D)$,
\begin{equation}
\tau_s=\frac{W}{2S}+\frac{W^2}{12D}+\dots\qquad(h\to0).
\end{equation}
For $h\to\infty$, put $z=\pi/2-\delta$. Then $\tan z=\cot\delta\simeq1/\delta$, and \eqref{eq:even} gives $\delta\simeq\pi/(2h)$. Hence
\begin{equation}
\frac1{z^2}=\frac4{\pi^2}\left(1-\frac{2\delta}{\pi}\right)^{-2}
\simeq\frac4{\pi^2}\left(1+\frac{4\delta}{\pi}\right)
\simeq\frac4{\pi^2}\left(1+\frac2h\right).
\end{equation}
With $2/h=4D/(SW)$ this becomes
\begin{equation}
\tau_s=\frac{W^2}{\pi^2D}+\frac8{\pi^2}\,\frac{W}{2S}+\dots\qquad(h\to\infty).
\end{equation}
Equation \eqref{eq:ta} is the sum of the two leading terms. In each limit its second term has the right form but too large a coefficient: $1/\pi^2=0.101$ in place of $1/12=0.083$ for small $S$, and $1$ in place of $8/\pi^2=0.811$ for large $S$.

\subsection*{How good the sum is}

Divide $\tau_a=(W^2/4D)(1/h+4/\pi^2)$ by \eqref{eq:ts} and insert $h=z\tan z$:
\begin{equation}
R\equiv\frac{\tau_a}{\tau_s}=z^2\left(\frac1h+\frac4{\pi^2}\right)
=z\cot z+\frac{4z^2}{\pi^2}.
\label{eq:R}
\end{equation}
The logarithmic derivative of $\sin z=z\prod_{k\ge1}(1-z^2/k^2\pi^2)$, multiplied by $z$, is
\begin{equation}
z\cot z=1-2\sum_{k=1}^\infty\frac{z^2}{k^2\pi^2-z^2}.
\end{equation}
With $y=z^2$ we therefore have
\begin{equation}
R-1=y\,g(y),\qquad
g(y)=\frac4{\pi^2}-2\sum_{k=1}^\infty\frac1{k^2\pi^2-y}.
\end{equation}
For $0\le y\le\pi^2/4$ each term of the sum is an increasing, convex function of $y$, so $g$ is decreasing and concave. At $z=\pi/2$, equation \eqref{eq:R} gives $R=0+1$, hence $g=0$ there. It follows that $g>0$ inside the interval: the sum $\tau_a$ overestimates the lifetime at every finite $S>0$.

Since $\sum1/k^2=\pi^2/6$, the largest value of $g$ is $g(0)=4/\pi^2-1/3$. With $\tau_a-\tau_s=\tau_s\,y\,g=(W^2/4D)\,g$, the absolute error obeys
\begin{equation}
0<\tau_a-\tau_s<\left(\frac1{\pi^2}-\frac1{12}\right)\frac{W^2}{D}.
\label{eq:bound}
\end{equation}

The relative error $yg$ vanishes at both ends of the interval. Its second derivative, $2g'+yg''$, is negative, so it has a single maximum, located by $dR/dz=0$:
\begin{equation}
\cot z-\frac{z}{\sin^2z}+\frac{8z}{\pi^2}=0 .
\end{equation}
The numerical solution is $z=1.148$, that is $h=2.55$, where $R-1=0.051$. Relative to $\tau_s$, the error of \eqref{eq:ta} is at most 5.1 percent for any $W$, $D$ and $S$ in this model. This answers (b).

\subsection*{Numbers for the given wafer}

Here $h=20\times(2\times10^{-4})/(2\times10^{-3})=2$. On $(0,\pi/2)$, equation \eqref{eq:even} is equivalent to
\begin{equation}
G(z)=z-\arctan\frac hz=0,\qquad
G'(z)=1+\frac h{z^2+h^2},
\end{equation}
and $G''=-2hz/(z^2+h^2)^2<0$. Newton's method replaces $z$ by $z-G/G'$. Start from the value implied by \eqref{eq:ta},
\begin{equation}
z_0=\left(\frac1h+\frac4{\pi^2}\right)^{-1/2}=(0.5000+0.4053)^{-1/2}=1.0510 .
\end{equation}
Because $\tau_a>\tau_s$, this lies below the root. The graph of the concave function $G$ lies below its tangents, so a tangent drawn at a point below the root crosses zero between that point and the root. The iterates therefore rise towards the root without passing it:
\begin{equation}
z_1=1.07684,\qquad z_2=1.07687,
\end{equation}
and the next step changes nothing at this precision. Then $\beta=2z/W=1.077\times10^4\ \mathrm{m^{-1}}$ and
\begin{equation}
\tau_s=\frac{(2\times10^{-4})^2}{4\times10^{-3}\times1.07687^2}\ \mathrm s
=8.62\ \mu\mathrm s .
\end{equation}
With the bulk included,
\begin{equation}
\tau_{\rm eff}=\left(\frac1{100}+\frac1{8.623}\right)^{-1}\mu\mathrm s=7.94\ \mu\mathrm s .
\end{equation}
The sum $\tau_a=9.05\ \mu$s is too long by $0.43\ \mu$s, within the bound of $0.72\ \mu$s from \eqref{eq:bound}. Relative to $\tau_s$ this is 5.0 percent, close to the worst case, which for this wafer lies at $S=25.5$ m/s.

The first odd mode has $z=2.289$ and a surface lifetime of $1.91\ \mu$s, so it dies out well before the slowest mode. By \eqref{eq:share}, a uniform start puts 96 percent of the carriers into the slowest mode at once. In the numerical check, carriers created near one face and followed in time by a discretized form of \eqref{eq:diff} and \eqref{eq:bc} reach the same late lifetime, $7.94\ \mu$s.

\subsection*{Inferring $S$ from the lifetime}

The exact inversion follows from \eqref{eq:even} and \eqref{eq:ts}:
\begin{equation}
S=D\beta\tan\frac{\beta W}2,\qquad \beta=\frac1{\sqrt{D\tau_s}} .
\label{eq:inv}
\end{equation}
It requires $\tau_s>W^2/(\pi^2D)$, so that $\beta W/2<\pi/2$. A shorter surface lifetime cannot occur for the late decay after a pulse in this model.

If \eqref{eq:ta} is inverted instead, it yields a velocity $S_a$ given by $W/(2S_a)=\tau_s-W^2/(\pi^2D)$. In terms of $h_a=S_aW/(2D)$ this reads $1/h_a=1/z^2-4/\pi^2$. Dividing $h_a$ by $h=z\tan z$,
\begin{equation}
\frac{S_a}{S}=\frac{z\cot z}{1-4z^2/\pi^2}
=\prod_{k=1}^\infty
\frac{1-4z^2/[(2k+1)^2\pi^2]}{1-4z^2/[(2k)^2\pi^2]} .
\end{equation}
The product follows from $\cos z=\prod_{k\ge0}\{1-4z^2/[(2k+1)^2\pi^2]\}$, whose $k=0$ factor cancels the denominator, and from the product for $\sin z/z$. Each factor has the form $(1-ay)/(1-by)$ with $a<b$. Its derivative with respect to $y$ is $(b-a)/(1-by)^2>0$, so $S_a/S$ rises steadily from 1 at $z=0$.

At the upper end, with $z=\pi/2-\delta$, the numerator tends to $(\pi/2)\delta$ and the denominator to $4\delta/\pi$. The ratio therefore approaches $\pi^2/8=1.234$. For the wafer of this problem:
\begin{center}
\begin{tabular}{rrrr}
$S$ (m/s) & $\tau_s$ ($\mu$s) & $\tau_a$ ($\mu$s) & $S_a$ (m/s)\\
1 & 103.36 & 104.05 & 1.007\\
20 & 8.623 & 9.053 & 21.9\\
1000 & 4.134 & 4.153 & 1228
\end{tabular}
\end{center}
In the last row the lifetime formula is wrong by only 0.4 percent, yet the inferred velocity is 23 percent too high. The velocity rests on the small difference $\tau_s-W^2/(\pi^2D)=4.134-4.053=0.081\ \mu$s, where \eqref{eq:ta} would require $W/(2S)=0.100\ \mu$s.

The answer to (c) is therefore that \eqref{eq:ta} serves well for small $h$ ($S_a$ is 1 percent too high at $h=0.14$ and 5 percent too high at $h=0.84$), while for larger $h$ one should use \eqref{eq:inv}. Even then the data must be good. At $S=1000$ m/s, an error of 1 percent in $\tau_s$ is $0.04\ \mu$s, half of the difference that carries the information about $S$. Equation \eqref{eq:inv} then returns about 2030 m/s if $\tau_s$ is 1 percent too short and about 665 m/s if it is 1 percent too long. An error of 1 percent in $D$ does nearly the same. If $\tau_s$ is extracted from $\tau_{\rm eff}$ with $\tau_b$ taken as 80 or $120\ \mu$s in place of $100\ \mu$s, the result is about 655 or 1530 m/s.

These results describe the late decay after a pulse. A lifetime measured under steady light is a different quantity. For uniform generation $G$ and negligible bulk recombination, the steady profile is $n=GW/(2S)+G(W^2/4-x^2)/(2D)$, so the mean density divided by $G$ is exactly $W/(2S)+W^2/(12D)$. For this wafer at $S=1000$ m/s that is $3.43\ \mu$s, below $W^2/(\pi^2D)$, and \eqref{eq:inv} must not be applied to it. The results also need equal faces and capture proportional to $n$. With unequal velocities the modes are no longer even or odd, and \eqref{eq:even} must be replaced by a condition containing both velocities. If $S$ or $\tau_b$ depends on the density, the decay is not a sum of fixed exponentials, and $\tau_s$ as defined here describes at most the final stage, where $n$ is small enough for both to be constant.

\section*{Computed values}
\begin{verbatim}
thickness W = 200 um
diffusion coefficient D = 1.0e-03 m^2/s
surface velocity S = 20 m/s
bulk lifetime tau_b = 100 us
h = S W/(2D) = 2.0000 (dimensionless)
Newton iterate z0 = 1.05101134 rad
Newton iterate z1 = 1.07683518 rad
Newton iterate z2 = 1.07687399 rad
Newton iterate z3 = 1.07687399 rad
root z = 1.07687399 rad
beta = 10768.74 1/m
W/(2S) = 5.0000 us
W^2/(pi^2 D) = 4.0528 us
approximate surface lifetime = 9.0528 us
exact surface lifetime = 8.6232 us
finite-volume surface lifetime = 8.6233 us
relative error of approximation = 4.982 %
effective lifetime = 7.9387 us
late lifetime from time evolution = 7.9388 us
first odd root z = 2.288930 rad
first odd mode surface lifetime = 1.9087 us
fundamental share, uniform start = 96.35 %
small-S coefficient of W^2/D = 0.08334
1/12 = 0.08333, 1/pi^2 = 0.10132
large-S coefficient of W/(2S) = 0.8106
8/pi^2 = 0.8106
worst case z = 1.14819 rad, h = 2.5532
worst case S for this wafer = 25.53 m/s
largest relative error = 5.065 %
bound on absolute error = 0.7195 us
S = 1 m/s: exact lifetime = 103.3550 us
  approximate lifetime = 104.0528 us
  lifetime error = 0.675 %
  S inferred by approximation = 1.0070 m/s
S = 20 m/s: exact lifetime = 8.6232 us
  approximate lifetime = 9.0528 us
  lifetime error = 4.982 %
  S inferred by approximation = 21.8800 m/s
S = 1000 m/s: exact lifetime = 4.1343 us
  approximate lifetime = 4.1528 us
  lifetime error = 0.449 %
  S inferred by approximation = 1227.6622 m/s
limit of inferred S over true S = 1.2337
\end{verbatim}
